# Three cubic piezoresistance coefficients from one combined stress: test program

```python
"""Recovery of the cubic piezoresistance coefficients pi11, pi12, pi44.

Result under test: with conductivity tensors S0 (no stress) and S1 (small stress
X_xx = X, X_xy = X_yx = T), rho0 = 3/tr S0 and D = (inv S1 - inv S0)/rho0,
    pi11 = D_xx/X,  pi12 = (D_yy + D_zz)/(2X),  pi44 = D_xy/T
up to errors that vanish with the stress. Tension is positive.
The tensors are computed for p-type germanium from strained hole bands
(rough typical parameters, Boltzmann statistics, constant relaxation time).
Band energies are hole energies in units of kT; the wave vector is scaled so
that a free particle has energy k^2.
"""
import itertools
import numpy as np
from scipy import constants as const

# ---------------- rough typical inputs for germanium ----------------
temperature = 300.0                       # K
kT = const.k * temperature / const.e      # eV
gamma = (13.4, 4.2, 5.7)                  # Luttinger parameters
b_pot, d_pot = -2.9, -5.3                 # valence deformation potentials, eV
C11, C12, C44 = 129e9, 48e9, 67e9         # elastic constants, Pa
direct_gap, gap_pot, kane_energy = 0.80, -9.0, 26.0   # eV
split_off = 0.29                          # eV
hole_density = 1e16                       # cm^-3
relax_time = 0.25e-12                     # s
MPa = 1e6
unit = 1e-11                              # 1/Pa, unit of printed coefficients
root3 = np.sqrt(3.0)
s12 = -C12 / ((C11 - C12) * (C11 + 2 * C12))
s11 = s12 + 1 / (C11 - C12)


def strain_from(stress):
    strain = stress / (2 * C44)
    np.fill_diagonal(strain, (s11 - s12) * np.diag(stress) + s12 * np.trace(stress))
    return strain


def band_parameters(strain):
    """Volume strain changes the direct gap and so the band curvatures."""
    shift = kane_energy * (1 / (direct_gap + gap_pot * np.trace(strain))
                           - 1 / direct_gap)
    return gamma[0] + shift / 3, gamma[1] + shift / 6, gamma[2] + shift / 6


def four_band(k, stress):
    """Closed-form energies (2,N) and gradients (2,N,3) of the hole bands."""
    strain = strain_from(stress)
    g1, g2, g3 = band_parameters(strain)
    e = strain / kT
    x, y, z = k.T
    c = 2 * root3 * g3
    q0 = g2 * (x*x + y*y - 2*z*z) - b_pot / 2 * (e[0, 0] + e[1, 1] - 2 * e[2, 2])
    q1 = root3 * (g2 * (x*x - y*y) - b_pot / 2 * (e[0, 0] - e[1, 1]))
    q2 = c * x * y - d_pot * e[0, 1]
    q3 = c * x * z - d_pot * e[0, 2]
    q4 = c * y * z - d_pot * e[1, 2]
    half_gap = np.sqrt(q0**2 + q1**2 + q2**2 + q3**2 + q4**2)
    slope = np.stack([2*g2*x*(q0 + root3*q1) + c*(q2*y + q3*z),
                      2*g2*y*(q0 - root3*q1) + c*(q2*x + q4*z),
                      -4*g2*z*q0 + c*(q3*x + q4*y)], axis=1) / half_gap[:, None]
    centre = g1 * (x*x + y*y + z*z)
    energy = np.stack([centre - half_gap, centre + half_gap])
    velocity = np.stack([2*g1*k - slope, 2*g1*k + slope])
    return energy, velocity


def six_band(k, stress, splitting):
    """Numerical diagonalization in the p-orbital basis with spin-orbit coupling."""
    strain = strain_from(stress)
    g1, g2, g3 = band_parameters(strain)
    e = strain / kT
    n, ix = len(k), np.arange(3)
    h = 6 * g3 * k[:, :, None] * k[:, None, :]
    h[:, ix, ix] = 6*g2*k**2 + (g1 - 2*g2) * np.sum(k**2, axis=1)[:, None]
    h_strain = -root3 * d_pot * e
    np.fill_diagonal(h_strain, b_pot * np.trace(e) - 3 * b_pot * np.diag(e))
    h = h + h_strain
    pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
    orbital = np.zeros((3, 3, 3), complex)
    for i, j, l in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
        orbital[i, j, l], orbital[i, l, j] = -1j, 1j
    coupling = sum(np.kron(orbital[i], pauli[i]) for i in range(3))
    full = np.einsum('nij,st->nisjt', h, np.eye(2)).reshape(n, 6, 6)
    full = full + splitting / kT / 3 * (np.eye(6) - coupling)
    energy, states = np.linalg.eigh(full)
    folded = states.reshape(n, 3, 12)
    velocity = np.zeros((6, n, 3))
    for a in range(3):
        dh = np.zeros((n, 3, 3))
        dh[:, a, :] += 6 * g3 * k
        dh[:, :, a] += 6 * g3 * k
        dh[:, ix, ix] = 2 * (g1 - 2*g2) * k[:, a][:, None]
        dh[:, a, a] += 12 * g2 * k[:, a]
        value = np.sum(folded.conj() * (dh @ folded), axis=1).real
        velocity[:, :, a] = value.reshape(n, 2, 6).sum(axis=1).T
    return energy.T, velocity


def make_grid(n_radial, n_polar, n_azimuth, k_max=4.0):
    """Quadrature over k-space that keeps the full cubic symmetry."""
    node, weight = np.polynomial.legendre.leggauss(n_radial)
    r = k_max * (node + 1) / 2
    wr = weight * k_max / 2 * r**2
    cosine, wc = np.polynomial.legendre.leggauss(n_polar)
    cosine, wc = cosine[cosine > 0], wc[cosine > 0]
    phi = 2 * np.pi * (np.arange(n_azimuth) + 0.5) / n_azimuth
    sine = np.sqrt(1 - cosine**2)
    one = np.stack([np.outer(sine, np.cos(phi)), np.outer(sine, np.sin(phi)),
                    np.outer(cosine, np.ones(n_azimuth))], axis=-1).reshape(-1, 3)
    w_one = np.repeat(wc, n_azimuth) * 2 * np.pi / n_azimuth * 2 / 3
    directions = np.concatenate([np.roll(one, s, axis=1) for s in range(3)])
    w_dir = np.tile(w_one, 3)
    k = (r[:, None, None] * directions[None]).reshape(-1, 3)
    return k, np.outer(wr, w_dir).ravel()


fine = make_grid(72, 28, 48)
coarse = make_grid(36, 20, 24)
mobility_unit = const.e * relax_time / const.m_e * 1e4      # cm^2/Vs


def conductivity(stress, grid=fine, model='four', soft=False):
    """Conductivity tensor in S/cm at fixed hole density."""
    k, weight = grid
    if model == 'four':
        energy, velocity = four_band(k, stress)
    else:
        energy, velocity = six_band(k, stress, split_off)
    occupation = weight * np.exp(-energy)
    factor = occupation / np.sqrt(1 + energy) if soft else occupation
    moment = (velocity * factor[..., None]).reshape(-1, 3).T @ velocity.reshape(-1, 3)
    inverse_mass = moment / (2 * occupation.sum())
    return const.e * hole_density * mobility_unit * inverse_mass


def combined(normal, shear):
    return np.array([[normal, shear, 0], [shear, 0, 0], [0, 0, 0]], float)


def relative_change(s_zero, s_loaded):
    return (np.linalg.inv(s_loaded) - np.linalg.inv(s_zero)) * np.trace(s_zero) / 3


def recover(s_zero, s_loaded, normal, shear):
    D = relative_change(s_zero, s_loaded)
    return np.array([D[0, 0] / normal, (D[1, 1] + D[2, 2]) / (2 * normal),
                     D[0, 1] / shear])


# ---------------- symmetry: number of independent coefficients ----------------
def count_coefficients(only_even):
    traces = []
    for perm in itertools.permutations(range(3)):
        parity = round(np.linalg.det(np.eye(3)[list(perm)]))
        if only_even and parity < 0:
            continue
        for signs in itertools.product((1, -1), repeat=3):
            R = np.diag(signs) @ np.eye(3)[list(perm)]
            if np.linalg.det(R) > 0:
                character = (np.trace(R)**2 + np.trace(R @ R)) / 2
                traces.append(character**2)
    return np.mean(traces)


n_cubic, n_lower = count_coefficients(False), count_coefficients(True)
assert abs(n_cubic - 3) < 1e-12 and abs(n_lower - 4) < 1e-12

# ---------------- band formula against diagonalization ----------------
rng = np.random.default_rng(4)
k_test = rng.normal(size=(40, 3))
raw = rng.normal(size=(3, 3)) * 300 * MPa
stress_test = (raw + raw.T) / 2
E4, v4 = four_band(k_test, stress_test)
E6, v6 = six_band(k_test, stress_test, 1e9 * kT)
for band in range(2):
    for partner in range(2):
        assert np.allclose(E4[band], E6[2*band + partner], atol=1e-3, rtol=1e-4)
        assert np.allclose(v4[band], v6[2*band + partner], atol=1e-2, rtol=1e-3)

# ---------------- worked example ----------------
X, T = 4 * MPa, 2 * MPa
S0 = conductivity(np.zeros((3, 3)))
S1 = conductivity(combined(X, T))
sigma0 = np.trace(S0) / 3
assert np.max(np.abs(S0 - sigma0 * np.eye(3))) < 1e-10 * sigma0
D = relative_change(S0, S1)
pi_full = recover(S0, S1, X, T)
S_half = conductivity(combined(X / 2, T / 2))
pi_half = recover(S0, S_half, X / 2, T / 2)
pi_extrapolated = 2 * pi_half - pi_full


# ---------------- reference: separate pure stresses, central differences ------
def response(pattern, step=0.2 * MPa):
    plus = np.linalg.inv(conductivity(step * pattern))
    minus = np.linalg.inv(conductivity(-step * pattern))
    return (plus - minus) * sigma0 / (2 * step)


normal_response = response(combined(1, 0))
shear_response = response(combined(0, 1))
pi_ref = np.array([normal_response[0, 0], normal_response[2, 2], shear_response[0, 1]])
scale = np.max(np.abs(pi_ref))
tiny = 0.005
pi_tiny = recover(S0, conductivity(combined(tiny * X, tiny * T)), tiny * X, tiny * T)
assert np.max(np.abs(pi_tiny - pi_ref)) < 2e-3 * scale
assert np.max(np.abs(pi_full - pi_ref)) < 3e-2 * scale
hydro_direct = response(np.eye(3))[0, 0]
axis = np.ones(3) / root3
long111_direct = axis @ response(np.outer(axis, axis)) @ axis
assert abs(pi_tiny[0] + 2 * pi_tiny[1] - hydro_direct) < 3e-3 * scale
long111_tiny = (pi_tiny[0] + 2 * pi_tiny[1] + 2 * pi_tiny[2]) / 3
assert abs(long111_tiny - long111_direct) < 3e-3 * scale
hydro_full = pi_full[0] + 2 * pi_full[1]
long111_full = (pi_full[0] + 2 * pi_full[1] + 2 * pi_full[2]) / 3

# ---------------- finite-stress error ----------------
error_full = np.linalg.norm(pi_full - pi_ref)
error_half = np.linalg.norm(pi_half - pi_ref)
error_extrapolated = np.linalg.norm(pi_extrapolated - pi_ref)
assert 1.6 < error_full / error_half < 2.5
assert error_extrapolated < 0.5 * error_half


def linearized(s_loaded, normal, shear):
    change = -(s_loaded - S0) / sigma0
    return np.array([change[0, 0] / normal, (change[1, 1] + change[2, 2]) / (2 * normal),
                     change[0, 1] / shear])


pi_linear = linearized(S1, X, T)
gap_full = np.linalg.norm(pi_linear - pi_full)
gap_half = np.linalg.norm(linearized(S_half, X / 2, T / 2) - pi_half)
assert 1.8 < gap_full / gap_half < 2.2

# symmetry of the loaded tensor and the second-order signal D_yy - D_zz
D_reversed = relative_change(S0, conductivity(combined(X, -T)))
assert np.allclose(np.diag(D_reversed), np.diag(D), atol=1e-10)
assert abs(D_reversed[0, 1] + D[0, 1]) < 1e-10
assert max(abs(D[0, 2]), abs(D[1, 2])) < 1e-10
D_normal = relative_change(S0, conductivity(combined(X, 0)))
assert abs(D_normal[1, 1] - D_normal[2, 2]) < 1e-10
D_double = relative_change(S0, conductivity(combined(X, 2 * T)))
signal = D[1, 1] - D[2, 2]
signal_ratio = (D_double[1, 1] - D_double[2, 2]) / signal
assert 3.4 < signal_ratio < 4.6

# a large shear contaminates pi11 as the square of the shear
pi11_no_shear = D_normal[0, 0] / X
pi11_shear10 = recover(S0, conductivity(combined(X, 10 * MPa)), X, 10 * MPa)[0]
pi11_shear20 = recover(S0, conductivity(combined(X, 20 * MPa)), X, 20 * MPa)[0]
contamination_ratio = (pi11_shear20 - pi11_no_shear) / (pi11_shear10 - pi11_no_shear)
assert 3 < contamination_ratio < 5

# ---------------- data errors ----------------
eta = 1e-6
bound = 2 * eta / np.array([X, X, T])
worst = np.zeros(3)
for _ in range(300):
    noisy = []
    for tensor in (S0, S1):
        signs = np.triu(rng.choice([-1.0, 1.0], size=(3, 3)))
        signs = signs + np.triu(signs, 1).T
        noisy.append(tensor + eta * sigma0 * signs)
    worst = np.maximum(worst, np.abs(recover(*noisy, X, T) - pi_full))
assert np.all(worst < 1.05 * bound) and np.all(worst > 0.9 * bound)

mobility_power, temperature_error = 2.3, 1e-3       # rough exponent; K
drift = mobility_power * temperature_error / temperature
drift_shift = recover(S0, S1 * (1 - drift), X, T) - pi_full
assert np.allclose(drift_shift[:2], drift / X, rtol=0.02)
assert abs(drift_shift[2]) < 0.02 * drift / X

angle = strain_from(combined(X, T))[0, 1]
turn = np.array([[np.cos(angle), -np.sin(angle), 0],
                 [np.sin(angle), np.cos(angle), 0], [0, 0, 1]])
rotation_shift = recover(S0, turn @ S1 @ turn.T, X, T) - pi_full
assert np.max(np.abs(rotation_shift)) < 1e-4 * scale

# ---------------- size of neglected effects ----------------
zero = np.zeros((3, 3))
pi_coarse = recover(conductivity(zero, coarse), conductivity(combined(X, T), coarse), X, T)
assert np.max(np.abs(pi_coarse - pi_full)) < 1e-2 * scale
pi_six = recover(conductivity(zero, coarse, 'six'),
                 conductivity(combined(X, T), coarse, 'six'), X, T)
pi_soft = recover(conductivity(zero, soft=True),
                  conductivity(combined(X, T), soft=True), X, T)
E0, _ = four_band(fine[0], zero)
partition = np.sum(fine[1] * np.exp(-E0))
k_scale = np.sqrt(2 * const.m_e * const.k * temperature) / const.hbar
Nv = 2 * k_scale**3 / (2 * np.pi)**3 * partition * 1e-6
free_density = 2 * (const.m_e * const.k * temperature
                    / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
Nc = 4 * free_density * np.sqrt(1.6 * 0.08**2)      # four L valleys, rough masses
intrinsic = np.sqrt(Nc * Nv) * np.exp(-0.66 / (2 * kT))
shape_term = s11 - 2 * s12


# ---------------- output ----------------
def triple(label, values):
    print(f"{label}: " + ", ".join(f"{v / unit:.3f}" for v in values))


print("p-type germanium model, rough typical parameters")
print(f"temperature {temperature:.0f} K, kT {kT*1e3:.2f} meV")
print("Luttinger parameters:", *gamma)
print(f"b {b_pot} eV, d {d_pot} eV, split-off {split_off} eV")
print(f"C11, C12, C44: {C11/1e9:.0f}, {C12/1e9:.0f}, {C44/1e9:.0f} GPa")
print(f"direct gap {direct_gap} eV, gap potential {gap_pot} eV")
print(f"Kane energy {kane_energy} eV")
print(f"hole density {hole_density:.1e} cm^-3, time {relax_time*1e12:.2f} ps")
print(f"normal stress {X/MPa:.1f} MPa, shear stress {T/MPa:.1f} MPa")
print(f"independent coefficients: {n_cubic:.0f}; class 23: {n_lower:.0f}")
print(f"mobility {sigma0/(const.e*hole_density):.1f} cm2/Vs")
print(f"sigma0 {sigma0:.9f} S/cm, rho0 {1/sigma0:.9f} ohm cm")
print(f"loaded sigma_xx {S1[0,0]:.9f} S/cm")
print(f"loaded sigma_yy {S1[1,1]:.9f} S/cm")
print(f"loaded sigma_zz {S1[2,2]:.9f} S/cm")
print(f"loaded sigma_xy {S1[0,1]:.9f} S/cm")
print(f"D_xx {D[0,0]:.6e}, D_yy {D[1,1]:.6e}")
print(f"D_zz {D[2,2]:.6e}, D_xy {D[0,1]:.6e}")
print("Triples below: pi11, pi12, pi44 in 1e-11/Pa")
triple("recovered, full stress", pi_full)
triple("recovered, half stress", pi_half)
triple("extrapolated", pi_extrapolated)
triple("pure-stress reference", pi_ref)
triple("linearized conductivity formula", pi_linear)
print("recovered in 1/GPa:", *(f"{v*1e9:.5f}" for v in pi_full))
print(f"error norm full, half, extrapolated: {error_full/unit:.4f}, "
      f"{error_half/unit:.4f}, {error_extrapolated/unit:.4f} e-11/Pa")
print(f"hydrostatic: predicted {hydro_full/unit:.3f}, "
      f"direct {hydro_direct/unit:.3f} e-11/Pa")
print(f"[111] longitudinal: predicted {long111_full/unit:.3f}, "
      f"direct {long111_direct/unit:.3f} e-11/Pa")
print(f"D_yy-D_zz {signal:.3e}; ratio on doubling shear {signal_ratio:.3f}")
print(f"pi11 at shear 0, 10, 20 MPa: {pi11_no_shear/unit:.3f}, "
      f"{pi11_shear10/unit:.3f}, {pi11_shear20/unit:.3f} e-11/Pa")
print(f"contamination ratio, 20 to 10 MPa: {contamination_ratio:.3f}")
print(f"relative entry error assumed: {eta:.1e}")
triple("largest resulting coefficient errors", bound)
print(f"temperature error {temperature_error*1e3:.1f} mK, "
      f"rough mobility exponent -{mobility_power}")
triple("shifts from temperature error", drift_shift)
print(f"rigid rotation {angle:.3e} rad, largest shift "
      f"{np.max(np.abs(rotation_shift))/unit:.2e} e-11/Pa")
triple("with split-off band", pi_six)
triple("with time ~ (1+E/kT)^(-1/2)", pi_soft)
print(f"Nv {Nv:.3e} cm^-3, p/Nv {hole_density/Nv:.2e}")
print(f"intrinsic density / p: {intrinsic/hole_density:.2e}")
print(f"shape term in resistance, [100] bar: {shape_term/unit:.3f} e-11/Pa")
print("every check passed")
```

It prints:

```
p-type germanium model, rough typical parameters
temperature 300 K, kT 25.85 meV
Luttinger parameters: 13.4 4.2 5.7
b -2.9 eV, d -5.3 eV, split-off 0.29 eV
C11, C12, C44: 129, 48, 67 GPa
direct gap 0.8 eV, gap potential -9.0 eV
Kane energy 26.0 eV
hole density 1.0e+16 cm^-3, time 0.25 ps
normal stress 4.0 MPa, shear stress 2.0 MPa
independent coefficients: 3; class 23: 4
mobility 1990.3 cm2/Vs
sigma0 3.188864585 S/cm, rho0 0.313591240 ohm cm
loaded sigma_xx 3.190461073 S/cm
loaded sigma_yy 3.188006032 S/cm
loaded sigma_zz 3.187998458 S/cm
loaded sigma_xy -0.003432213 S/cm
D_xx -4.992367e-04, D_yy 2.704658e-04
D_zz 2.716834e-04, D_xy 1.076064e-03
Triples below: pi11, pi12, pi44 in 1e-11/Pa
recovered, full stress: -12.481, 6.777, 53.803
recovered, half stress: -12.613, 6.631, 53.847
extrapolated: -12.744, 6.485, 53.890
pure-stress reference: -12.742, 6.469, 53.903
linearized conductivity formula: -12.516, 6.761, 53.816
recovered in 1/GPa: -0.12481 0.06777 0.53803
error norm full, half, extrapolated: 0.4152, 0.2143, 0.0206 e-11/Pa
hydrostatic: predicted 1.073, direct 0.197 e-11/Pa
[111] longitudinal: predicted 36.226, direct 36.001 e-11/Pa
D_yy-D_zz -1.218e-06; ratio on doubling shear 3.990
pi11 at shear 0, 10, 20 MPa: -12.532, -11.433, -8.744 e-11/Pa
contamination ratio, 20 to 10 MPa: 3.449
relative entry error assumed: 1.0e-06
largest resulting coefficient errors: 0.050, 0.050, 0.100
temperature error 1.0 mK, rough mobility exponent -2.3
shifts from temperature error: 0.192, 0.192, 0.000
rigid rotation 1.493e-05 rad, largest shift 8.03e-04 e-11/Pa
with split-off band: 0.711, 0.030, 91.580
with time ~ (1+E/kT)^(-1/2): -14.867, 8.010, 63.888
Nv 5.268e+18 cm^-3, p/Nv 1.90e-03
intrinsic density / p: 2.09e-03
shape term in resistance, [100] bar: 1.498 e-11/Pa
every check passed
```
